Plane-Wave Diagonalisation of a Twofold Amide Rotor and Its Limits

**1. Definitions and conventions**

A planar amide ligand NR₂ with two equal substituents R is bound to a metal M. The M–N bond lies in the plane of the ligand and bisects the angle R–N–R. The ligand turns about this bond against the rest of the molecule, called the frame. Both parts are rigid, and the bond is a principal axis of each. Their angles about the bond are φ₁ (ligand) and φ₂ (frame), their moments of inertia I₁ and I₂, and φ = φ₁ − φ₂. The potential depends on φ alone. Only rotation about the bond is treated; end-over-end rotation and vibration are left out.

A product wave exp(im₁φ₁ + im₂φ₂) has axial angular momentum ħK, with K = m₁ + m₂. For K = 0 we have m₂ = −m₁, so with m = m₁ the wave is exp(imφ) and its kinetic energy is

ħ²m²/(2I₁) + ħ²m²/(2I₂) = Bm²,

B = ħ²/(2I), I = I₁I₂/(I₁ + I₂).

For other K, completing the square in m₁ gives

ħ²K²/[2(I₁ + I₂)] + B[m₁ − K I₁/(I₁ + I₂)]².

The parity of m₁ still separates the problem, but m₁ and −m₁ are no longer equivalent. From here on K = 0.

A half turn of the ligand exchanges its equal substituents, so V(φ + π) = V(φ) for any frame. If V is also even in φ, it is a sum of terms (Vₙ/2)(1 − cos nφ) with n even. The model keeps the first:

H = −B d²/dφ² + (V/2)(1 − cos 2φ), ψ(φ + 2π) = ψ(φ).  (1)

Here V > 0 is the barrier. The wells lie at φ = 0 and π, the saddles at ±π/2. Since 1 − cos 2φ = 2 sin²φ, the potential is also V sin²φ.

The model needs a frame that allows a twofold term. If the frame has threefold symmetry, V also has period 2π/3, hence period π − 2π/3 = π/3, and its first harmonic is cos 6φ. If the two substituents differ, odd harmonics can appear, and the separation below is then lost. They remain absent if the frame itself is unchanged by a half turn about the bond.

**2. The matrix and its two blocks**

The basis functions are |m⟩ = exp(imφ)/√(2π), with integer m. Writing

cos 2φ = [exp(2iφ) + exp(−2iφ)]/2

shows that the potential shifts m by 0 or ±2. The constant V/2 stays on the diagonal, and each exponential carries −V/4. Thus

⟨m|H|m⟩ = Bm² + V/2, ⟨m ± 2|H|m⟩ = −V/4,  (2)

and all other elements vanish. Even and odd m never mix. The number m itself is not conserved; its parity is. Because exp[im(φ + π)] = (−1)^m exp(imφ), the even block holds the functions of period π and the odd block those that change sign under a half turn. An odd harmonic such as cos φ would connect m with m ± 1 and join the blocks.

Each block can be halved again, since H is unchanged by φ → −φ. For m > 0 take

|m,±⟩ = (|m⟩ ± |−m⟩)/√2,

the cosine (+) and sine (−) functions. The diagonal elements are those of (2), except at m = 1, where ⟨1|H|−1⟩ = −V/4 contributes:

⟨1,±|H|1,±⟩ = B + V/2 ∓ V/4.

Neighbours are coupled by −V/4, except that

⟨0|H|2,+⟩ = (−V/4 − V/4)/√2 = −√2 V/4.

The result is four tridiagonal matrices. The algorithm is short:

1. Choose a cutoff M and keep |m| ≤ M.
2. Fill the even and the odd block from (2).
3. Diagonalise each block and sort its levels separately.
4. Raise M until the levels wanted are steady.

Sorting by block matters when V is large, because even and odd levels then nearly coincide. A solver applied to the joint matrix may return arbitrary mixtures of the two nearly degenerate vectors; separate blocks cannot.

**3. The free-rotor limit**

For V ≪ B the diagonal of (2) is the zeroth approximation, Bm² + V/2. A state m is coupled to m ± 2, whose unperturbed energies differ from its own by

B[m² − (m ± 2)²] = −4B(1 ± m).

The second-order shift is therefore

(V/4)² {−1/[4B(m + 1)] + 1/[4B(m − 1)]} = V²/[32B(m² − 1)].  (3)

The last step uses 1/(m − 1) − 1/(m + 1) = 2/(m² − 1). For m = 0 the shift is −V²/(32B).

The states m and −m are degenerate, and |m| steps of two connect them. Their coupling thus first appears in order |m| of V. Equation (3) holds to second order for |m| ≥ 3, but |m| = 1 and 2 need separate treatment.

For |m| = 1 the degeneracy is lifted in first order, as the elements ⟨1,±|H|1,±⟩ show. Each combination also couples to |3,±⟩, which lies 8B higher, and is lowered by (V/4)²/(8B):

E = B + V/2 ∓ V/4 − V²/(128B).  (4)

The cosine is the lower, since its density is largest in the wells.

For |m| = 2 both combinations couple to |4,±⟩, which lies 12B higher, and are lowered by (V/4)²/(12B) = V²/(192B). The cosine also couples to m = 0, which lies 4B lower, and is raised by (√2V/4)²/(4B) = V²/(32B) = 6V²/(192B). Hence

sine: −V²/(192B), cosine: +5V²/(192B).  (5)

To measure the error, the blocks were diagonalised with cutoffs 20 (even) and 21 (odd). The results were compared with (3)–(5) for the three lowest even and four lowest odd levels. The largest deviation is 1.57 × 10⁻⁵ B at V/B = 0.4 and 1.96 × 10⁻⁶ B at V/B = 0.2. Halving V divides it by 8, as an error of third order should.

The limit is also reached at fixed V for high states. Perturbation theory needs the coupling V/4 to be small against the nearest gap 4B(|m| − 1), so |m| − 1 ≫ V/(16B) suffices.

**4. The harmonic limit**

Let g = √(V/B) be large. Near φ = 0,

V sin²φ = V(φ² − φ⁴/3 + 2φ⁶/45 − …).

Put φ = x/√g. Then Bg = √(BV), V/g = √(BV) and V/g² = B, so that

H = √(BV)(−d²/dx² + x²) − (B/3)x⁴ + (2B/45g)x⁶ − …  (6)

The first term has the levels √(BV)(2n + 1), n = 0, 1, 2, …, which is ħω(n + ½) with ħω = 2√(BV). The quartic term contributes at order B through its mean value. With x = (a + a†)/√2,

x² = (a² + a†² + 2a†a + 1)/2.

The mean of x⁴ is the squared length of x²|n⟩, whose three components are orthogonal:

⟨x⁴⟩ = [n(n − 1) + (n + 1)(n + 2) + (2n + 1)²]/4 = (3/4)(2n² + 2n + 1).

Multiplying by −B/3 gives

Eₙ = 2√(BV)(n + ½) − (B/4)(2n² + 2n + 1) + O(B/g).  (7)

The remainder collects the sextic term and the quartic term in second order, which is of size B²/√(BV) = B/g. Both grow with n, so (7) is a statement about fixed n and large g, and it fails near the barrier top.

There are two wells, and each oscillator state appears in both. The sum of a localised state and its half-turn copy has period π and belongs to even m; the difference belongs to odd m. Each oscillator level therefore becomes a pair with one member in each block.

**5. Tunnelling splitting of the lowest pair**

Let ψₑ and ψₒ be the lowest even-m and odd-m states, real and symmetric in φ, with Δ = Eₒ − Eₑ. Multiply the equation for ψₑ by ψₒ and that for ψₒ by ψₑ, subtract, and integrate over the well |φ| < π/2. The potential cancels and the kinetic terms integrate to boundary values:

−Δ∫ψₑψₒ dφ = −B[ψₒψₑ′ − ψₑψₒ′], taken from −π/2 to π/2.

Symmetry in φ combined with the sign under a half turn makes ψₒ vanish at ±π/2. The product ψₑψₒ′ is odd in φ, so the two ends add:

Δ∫ψₑψₒ dφ = −2B ψₑ(π/2)ψₒ′(π/2).  (8)

Now let u = (ψₑ + ψₒ)/√2 be the state localised at φ = 0. Its half-turn copy has the same value and the opposite slope at π/2, so ψₑ = √2u and ψₒ′ = √2u′ there. For large g each state has half its norm in each well, and the integral in (8) tends to ½. Hence

Δ ≈ −8B u(π/2)u′(π/2).  (9)

To find u under the barrier, write u = A exp(−S). The wave equation becomes

−B(A″ − 2A′S′ − AS″ + AS′²) + V sin²φ A = EA.

The terms of order g² cancel if S′ = g sin φ, that is, S = g(1 − cos φ). With E ≈ √(BV) = Bg, the terms of order g give

2A′ sin φ + A cos φ = A, so A′/A = (1 − cos φ)/(2 sin φ) = ½ tan(φ/2).

Therefore A = A₀/cos(φ/2). Near φ = 0, u² becomes A₀² exp(−gφ²), and normalisation fixes A₀² = √(g/π). The omitted A″ is smaller than the retained terms by 1/g.

At φ = π/2 we have cos²(π/4) = ½, S = g and S′ = g. To leading order u′ = −gu, so

u u′ = −2g √(g/π) exp(−2g),

Δ ≈ (16/√π) B g^(3/2) exp(−2g).  (10)

Relative to diagonalisation, (10) is 4.7% too large at V/B = 100 (g = 10) and 2.3% too large at V/B = 400 (g = 20). Doubling g halves the error, in accord with a correction of relative order 1/g.

**6. Truncation and rounding errors**

Raising M enlarges the space in which the energy is minimised. By the min–max principle the kth level of a block cannot rise, so truncated levels approach their limits from above.

The momentum spread sets the scale of M. In the harmonic limit the ground state is proportional to exp(−gφ²/2). Its Fourier coefficients are proportional to exp(−m²/2g), and its probabilities to exp(−m²/g), with variance g/2. For state n a classical particle at the well bottom has |m| = √(Eₙ/B), and M must exceed this value. Far beyond it, the row m of the eigenvalue equation,

(Bm² + V/2 − E)c(m) = (V/4)[c(m − 2) + c(m + 2)],

gives c(m)/c(m − 2) ≈ V/(4Bm²) for the decaying solution. The ratio itself falls with m, so convergence is eventually faster than any geometric rate.

A computed vector also supplies a bound. Let M be the largest |m| in the block, and let c be normalised with |c(M)| = |c(−M)|. Inserted in the full problem, c fails in the two rows ±(M + 2), each by Vc(M)/4 in magnitude. The residual has length

r = √2 V|c(M)|/4.

Expanding the vector in true eigenstates with weights wₖ gives r² = Σwₖ(Eₖ − E)², which is at least the smallest (Eₖ − E)². Some true level of the block thus lies within r of E. The actual error is usually much smaller. When the gap to the omitted states is large, second-order theory estimates the lowering from adding ±(M + 2) as r²/[B(M + 2)² + V/2 − E].

Rounding sets a different limit. The absolute error of a level in double precision can reach the order of 2.2 × 10⁻¹⁶ times the largest matrix element, perhaps with a modest factor. An unnecessarily large M raises this floor. The splitting (10) decreases exponentially with g and can sink below it; more digits are then needed, not more plane waves.

**7. Example: monomeric H₂Al–NH₂**

This molecule is a minimal model of an aluminium amide precursor. The chosen geometry has N–H = 1.01 Å, Al–H = 1.58 Å, angle Al–N–H = 125° and angle N–Al–H = 118°. The Al–N length, 1.77 Å, is the minimum of a parabola through three energies of the planar molecule, computed by restricted Hartree–Fock (RHF) in the def2-SVP basis. The larger def2-TZVP basis shortens it by about 0.01 Å. Turning NH₂ by 90° with all else fixed raises the energy by V = 0.478 eV (46.1 kJ/mol).

The heavy atoms lie on the axis, so each moment is 2m_H(r sin θ)², with the hydrogen mass m_H. This gives I₁ = 1.380 and I₂ = 3.923 u Å², and

I = 1.380 × 3.923/(1.380 + 3.923) = 1.021 u Å², B = 2.048 meV.

Hence V/B = 233.4, g = 15.28 and ħω = 2Bg = 62.6 meV. Diagonalisation with M = 60 gives the levels below, in meV from the well bottom. Even and odd members agree to all digits shown.

n: blocks; harmonic; equation (7)
0: 30.762; 31.283; 30.771
1: 91.206; 93.848; 91.289
2: 149.425; 156.414; 149.759
3: 205.269; 218.979; 206.181

The quartic term reduces the error at n = 3 from 13.7 to 0.9 meV. Nine complete pairs lie below the barrier. The members of the highest are 3.2 meV apart, whereas those of the four lowest pairs agree to about 10⁻⁵ meV.

The errors of the even levels n = 0 and n = 3, relative to M = 60, are in meV:

M = 6: 2.0; 74
M = 10: 2.1 × 10⁻²; 5.3
M = 14: 3.8 × 10⁻⁵; 4.6 × 10⁻²
M = 18: 1.5 × 10⁻⁸; 4.7 × 10⁻⁵

The classical values √(Eₙ/B) are 3.9 and 10.0, and the errors fall steeply once M exceeds them. The ground-state variance of m is 7.38, against g/2 = 7.64. Eighteen is ample for these levels: the even block then has 19 functions.

The lowest splitting, from cosine blocks with m up to 50 in 40-digit arithmetic, is Δ = 5.76 × 10⁻¹⁴ eV. Equation (10) gives 5.93 × 10⁻¹⁴ eV, 3% more. At M = 60 the largest matrix element is about 7.6 eV, so the double-precision floor is near 2 × 10⁻¹⁵ eV. That is a few per cent of Δ before any further factor, which is why the extra digits were used.

**8. Tunnelling and thermal turning**

If the two substituents are treated as distinguishable, a state localised in one well is an equal mixture of the lowest pair. It reaches the other well when the relative phase has grown by π, after h/(2Δ). With Δ/h = 13.9 Hz this takes 0.036 s. That is the time for an ideal isolated pair at K = 0; collisions and nuclear-spin couplings are left out, and they can outweigh so small a splitting. In H₂Al–NH₂ the half turn exchanges identical protons. At K = 0 the Pauli principle ties even m to spin singlets of both proton pairs and odd m to triplets. The two members thus have orthogonal spin functions, and an allowed mixture of them fills both wells equally at all times. The frequency Δ/h then describes an exchange of the proton spin states, not a shift of density from one well to the other.

At temperature T the ligand can cross the saddles thermally. Assume classical motion, equilibrium in the well and no recrossing. The flux over one saddle is the mean of the positive velocities p/I at the saddle:

∫₀^∞ (p/I) exp(−p²/2IkT) dp · exp(−V/kT)/[√(2πIkT) Z] = √(kT/2πI) exp(−V/kT)/Z,

where Z is the integral of exp(−V sin²φ/kT) over one well. Each well has two saddles, and I = ħ²/(2B), so the half-turn rate is

k_turn = 2√(BkT/π) exp(−V/kT)/(ħZ).  (11)

For V ≫ kT, Z tends to √(πkT/V) and k_turn to (ω/π)exp(−V/kT). The quartic term of the potential raises Z by the fraction (V/3kT)⟨φ⁴⟩. With ⟨φ⁴⟩ = 3(kT/2V)² this equals kT/(4V), so the harmonic rate is too high by about that fraction.

At 500 K, a round value for a hot precursor vapour, kT = 43.1 meV and V/kT = 11.1. Numerical integration of Z gives k_turn = 4.5 × 10⁸ s⁻¹. The harmonic rate is 2.5% higher, near the first-order estimate of 1/(4 × 11.1) = 2.3%. If equilibrium is maintained, the mean waiting time for a half turn is thus about 2 ns, far shorter than the time for ground-state tunnelling. In dilute vapour collisions may be too slow to maintain it: at 100 Pa and 500 K, with a collision cross-section of 0.5 nm², a molecule collides only about 5 × 10⁶ times per second. The rate is then an average over a thermal ensemble, not the waiting time of each molecule. Equation (11) leaves out two quantum effects. The sum of exp(−E/kT) over all K = 0 levels, each counted once, is 0.925 of its classical value, which raises the rate by 8%. Tunnelling near the barrier top raises it further, by about 9% according to Wigner's factor 1 + (ħω/kT)²/24; the saddle has the same ω as the well because their curvatures are equal and opposite. Together the two effects add about 18%.

The two routes respond differently to mass. If I is doubled at fixed V, g grows by √2 and 2g rises from 30.6 to 43.2. Equation (10) then falls by a factor of about 4 × 10⁵, while the rate (11) falls by √2.

**9. Errors of the model and the real precursor**

Converged plane waves remove the numerical error of (1), not the errors of its parameters. These were sized one at a time.

Energies at 30°, 60° and 90° determine V₂ = 477.3, V₄ = −10.9 and V₆ = 0.6 meV. The resulting curve gives 228.03 meV at 45°, against 228.07 meV computed directly. The extra harmonics lower the first transition within a block from 60.4 to 58.3 meV, or 3.6%. The cause is the flatter well: the coefficient of φ² is V₂ + 4V₄ + 9V₆ = 439 meV instead of 478 meV, which lowers ħω by 4.2%. The splitting rises to 8.3 × 10⁻¹⁴ eV, by a factor of 1.44.

Letting the Al–N bond relax at 90°, with the other coordinates fixed, lowers the saddle by about 8 meV. This multiplies the Boltzmann factor at 500 K by about 1.2. From the same starting length the def2-TZVP basis gives only about 2 meV, because that length lies nearer its minimum at 90°. Relaxing all bond lengths and angles, with both fragments kept planar and twofold symmetric, lowers the planar form by 4 meV and the saddle by 34 meV. The RHF/def2-SVP barrier then falls to 0.448 eV, and the Boltzmann factor at 500 K doubles. Bending the NH₂ plane out of the bond axis by 20°, 40° or 60° does not lower the saddle at this level.

Electron correlation matters most among the effects sized. Frozen-core second-order Møller–Plesset theory (MP2), at the same geometries and in the same basis, gives a barrier of 0.543 eV. The Boltzmann factor drops to 0.22 of its RHF value, and the splitting to 8.5 × 10⁻¹⁵ eV. The two barriers thus give rates of about 4 × 10⁸ and 1 × 10⁸ s⁻¹, and splittings that differ by a factor of about 7. In the larger def2-TZVP basis, at the same geometries, the RHF and MP2 barriers are 0.484 and 0.533 eV. The basis thus shifts them by less than 10 meV, in opposite directions, and the ratio of their Boltzmann factors changes from 0.22 to 0.32. The splittings are more sensitive: with the cos 2φ form kept, they become about 4.7 × 10⁻¹⁴ eV (RHF) and 1.1 × 10⁻¹⁴ eV (MP2), a factor of about 4 apart instead of 7. The shape of the potential also depends on the method: with MP2 the extra harmonics raise the splitting by a factor of about 1.8, against 1.44 with RHF. The spread between the methods is not a bound on the total error, because the remaining basis-set error, relaxation at the MP2 level and the zero-point energy of the other vibrations have not been sized.

An aluminium amide used as a precursor may carry alkyl groups on nitrogen, and it may associate through nitrogen bridges. Alkyl groups increase I₁, change V by crowding, and add internal rotations of their own. A bridging nitrogen is bound to two metals and has no free turn about one bond, so (1) does not describe it. The numbers here refer to the isolated monomer, which hot, dilute vapour favours, and they are model values, not measured ones.
